\section*{McEwen–Wiaux sampling of spin-weighted functions on the sphere}

\section{Half the samples, the same coefficient}

Two protons are clamped 1 \AA\ apart, and the electron of H$_2^+$ is placed on a sphere of radius 2 \AA\ about their midpoint. From the tangential force on the electron at 106 points of this sphere, the quadrupole coefficient of its potential energy comes out as $V_{20}=-0.542509$ eV. The multipole series gives $-0.542507$ eV. A Driscoll--Healy grid for the same band limit, $L=8$, with the same 15 azimuths per ring, has 226 points. This note explains why 106 suffice, and where the difference in the sixth decimal comes from.

\section{Conventions and statement}

Let $d^l_{mn}(\theta)=\langle lm|e^{-i\theta J_y}|ln\rangle$, which is real, and $N_l=\sqrt{(2l+1)/4\pi}$. The harmonics of integer spin $s$ are
\begin{equation}
{}_sY_{lm}(\theta,\phi)=(-1)^sN_l\,d^l_{m,-s}(\theta)\,e^{im\phi},\qquad l\ge|s|,\ |m|\le l .
\end{equation}
A function has band limit $L$ if $f=\sum_{l<L}\sum_m f_{lm}\,{}_sY_{lm}$. We take $L\ge2$ and $|s|<L$. The nodes are
\begin{equation}
\theta_t=\frac{\pi(2t+1)}{2L-1},\qquad \phi_p=\frac{2\pi p}{2L-1},\qquad t=0,\dots,L-1,\quad p=0,\dots,2L-2 .
\end{equation}
The last ring, $\theta_{L-1}=\pi$, is the south pole, where one value $f(\pi,0)$ is enough. The claim is that these
\begin{equation}
(L-1)(2L-1)+1=2L^2-3L+2
\end{equation}
samples determine every $f_{lm}$, exactly apart from rounding. The Driscoll--Healy grid has $2L$ rings, one of them the north pole; with the same $2L-1$ azimuths per ring it has $(2L-1)^2+1=4L^2-4L+2$ points (its usual form, with $2L$ azimuths, has $2L(2L-1)+1$, which is 241 at $L=8$). The ratio is 0.469 at $L=8$ and tends to $1/2$. Gauss--Legendre rings need $L(2L-1)$ samples, 120 at $L=8$, so against that rule the saving is small.

\section{Derivation}

\subsection{Azimuth and pole}

Write $f=\sum_mF_m(\theta)e^{im\phi}$ with $F_m=(-1)^s\sum_lN_lf_{lm}d^l_{m,-s}$. On a ring,
\begin{equation}
F_m(\theta_t)=\frac1{2L-1}\sum_pf(\theta_t,\phi_p)e^{-im\phi_p},
\end{equation}
because two orders differ by at most $2L-2$, so $\sum_pe^{i(m'-m)\phi_p}=(2L-1)\delta_{mm'}$.

For the pole, regard $|ln\rangle$ as the symmetric state of $2l$ spins one half, $l+n$ up and $l-n$ down. A turn by $\pi$ about $y$ sends up to down and down to minus up. Therefore
\begin{equation}
d^l_{mn}(\pi)=(-1)^{l-n}\delta_{m,-n}. \label{pole}
\end{equation}
With $n=-s$ only $m=s$ survives: $f(\pi,\phi)=F_s(\pi)e^{is\phi}$, and the value at $\phi=0$ is $F_s(\pi)$.

\subsection{Fourier form of the polar functions}

A quarter turn about $y$ takes $J_z$ to $J_x$, and one about $z$ takes $J_x$ to $J_y$. With $U=e^{-i\pi J_z/2}e^{-i\pi J_y/2}$ this reads $J_y=UJ_zU^\dagger$, so $e^{-i\theta J_y}=Ue^{-i\theta J_z}U^\dagger$. Setting $\Delta^l=d^l(\pi/2)$,
\begin{equation}
d^l_{mn}(\theta)=i^{\,n-m}\sum_{k=-l}^{l}\Delta^l_{mk}\Delta^l_{nk}e^{-ik\theta}.
\end{equation}
Conjugation by $e^{i\pi J_z}$ reverses $J_y$, which gives
\begin{equation}
d^l_{mn}(-\theta)=(-1)^{m-n}d^l_{mn}(\theta). \label{parity}
\end{equation}
Since $d^l(-\theta)$ is also the transpose of $d^l(\theta)$, $\Delta^l_{mk}=(-1)^{m-k}\Delta^l_{km}$. The two signs multiply to $(-1)^{m-n}=i^{2(m-n)}$, and
\begin{equation}
d^l_{mn}(\theta)=i^{\,m-n}\sum_k\Delta^l_{km}\Delta^l_{kn}e^{-ik\theta}
=i^{\,n-m}\sum_k\Delta^l_{km}\Delta^l_{kn}e^{ik\theta}. \label{fourier}
\end{equation}
The second form is the complex conjugate of the first. Thus $F_m(\theta)=\sum_{|k|<L}C_{km}e^{ik\theta}$ is a trigonometric polynomial with $2L-1$ coefficients.

\subsection{Extension to the torus}

All $k$ are integers, so $F_m$ has period $2\pi$. Equation (\ref{parity}) with $n=-s$ then gives
\begin{equation}
F_m(2\pi-\theta)=(-1)^{m+s}F_m(\theta). \label{extension}
\end{equation}
For the function itself, $(-1)^me^{im\phi}=e^{im(\phi+\pi)}$ turns this into $f(2\pi-\theta,\phi)=(-1)^sf(\theta,\phi+\pi)$: past the south pole one climbs the opposite meridian, with the tangent frame reversed.

Since $2\pi-\theta_t=\theta_{2L-2-t}$, the mirrored rings complete $2L-1$ equidistant nodes on the circle. Here $\sum_te^{i(q-k)\theta_t}$ is a phase times a full geometric sum, which vanishes for $0<|q-k|\le2L-2$. Hence
\begin{equation}
C_{km}=\frac1{2L-1}\sum_{t=0}^{2L-2}F_m(\theta_t)e^{-ik\theta_t}. \label{C}
\end{equation}
$F_m$ is now known at every angle. Of the $2L-1$ values on the circle, $L-1$ came from symmetry and cost no samples.

\subsection{Integration over the physical half}

The orthogonality relation $\int_0^\pi d^l_{mn}d^{l'}_{mn}\sin\theta\,d\theta=2\delta_{ll'}/(2l+1)$ makes the harmonics orthonormal, since $2\pi N_l^2\cdot2/(2l+1)=1$. Projection gives
\begin{equation}
f_{lm}=2\pi(-1)^sN_l\int_0^\pi\sin\theta\,d^l_{m,-s}(\theta)F_m(\theta)\,d\theta .
\end{equation}
Insert the first form of (\ref{fourier}) with $n=-s$, and the series for $F_m$:
\begin{align}
f_{lm}&=2\pi(-1)^sN_l\,i^{\,m+s}\sum_k\Delta^l_{km}\Delta^l_{k,-s}G_{km}, \label{result}\\
G_{km}&=\sum_qC_{qm}\,w(q-k),\qquad w(j)=\int_0^\pi\sin\theta\,e^{ij\theta}d\theta .
\end{align}
For $w$, write $\sin\theta=(e^{i\theta}-e^{-i\theta})/2i$. If $j\ne\pm1$, both exponentials $e^{i(j\pm1)\pi}$ equal $-(-1)^j$, and
\begin{equation}
w(j)=\frac{1+(-1)^j}{2}\left[\frac1{j+1}-\frac1{j-1}\right]=\frac{1+(-1)^j}{1-j^2}.
\end{equation}
If $j=\pm1$, one exponential is constant and integrates to $\pi$ while the other integrates to zero, so $w(\pm1)=\pm i\pi/2$. This proves the claim.

The inverse transform uses the second form of (\ref{fourier}):
\begin{equation}
C_{km}=(-1)^s\sum_lN_l\,i^{-(m+s)}\Delta^l_{km}\Delta^l_{k,-s}f_{lm},\qquad
f(\theta,\phi)=\sum_{km}C_{km}e^{i(k\theta+m\phi)}. \label{inverse}
\end{equation}

\subsection{A case for checking signs by hand}

Take $L=2$, $s=0$, $f=1+2\cos\theta$. The ring at $60^\circ$ holds three samples equal to 2, and the pole value is $-1$. Only $m=0$ occurs, and the circle carries $(2,-1,2)$. Equation (\ref{C}) gives $C_0=(2-1+2)/3=1$ and $C_{\pm1}=(4\cos60^\circ+1)/3=1$.

For $l=0$, $G_0=w(-1)+w(0)+w(1)=2$, so $f_{00}=2\pi N_0\cdot2=\sqrt{4\pi}=3.5449$. For $l=1$, $(\Delta^1_{\pm1,0})^2=1/2$ and $\Delta^1_{00}=0$. With $G_{\pm1}=w(0)+w(\mp2)+w(\mp1)=2-\tfrac23\mp i\pi/2$ the imaginary parts cancel, and
\begin{equation}
f_{10}=2\pi\sqrt{\frac3{4\pi}}\cdot\frac43=2\sqrt{\frac{4\pi}3}=4.0933 .
\end{equation}
Both agree with $1=\sqrt{4\pi}\,Y_{00}$ and $\cos\theta=\sqrt{4\pi/3}\,Y_{10}$.

\section{Why direct quadrature on these rings fails}

For $m=s=0$, the integral $\int_0^\pi\sin\theta\,F_0\,d\theta=\sum_kC_{k0}w(k)$ is a weighted sum over the $L$ rings. This ring rule is exact for polynomials in $\cos\theta$ of degree below $L$. It already fails at degree $L$. On the nodes,
\begin{equation}
\cos L\theta+\cos(L-1)\theta=2\cos\frac{(2L-1)\theta}2\cos\frac\theta2=0,
\end{equation}
so the rule cannot tell $\cos L\theta$ from $-\cos(L-1)\theta$. For $L=8$, $\cos^8\theta$ contains $2^{-7}\cos8\theta$. The true integral of $\cos8\theta$ is $w(8)=-2/63$, whereas the rule returns minus the integral of $\cos7\theta$, which is zero. The error is $2^{-7}\cdot2/63=2.480\times10^{-4}$, the value found numerically.

The projection integrand $d^l_{m,-s}F_m$ is even under $\theta\to2\pi-\theta$, because the parity sign is squared. It is therefore a polynomial in $\cos\theta$, of degree up to $2L-2$. Applying the ring rule to this product gives a largest coefficient error of 1.0 for one set of random coefficients, drawn with real and imaginary parts of unit variance; the value changes from draw to draw but stays of order one. On the same kind of data, sixteen Driscoll--Healy rings or eight Gauss--Legendre rings integrate the product to rounding error. The present scheme uses the samples to determine $F_m$, of degree below $L$, and then integrates the product analytically. For $s=0$ no ring can be dropped, since $F_0$ contains $L$ unknowns and each ring supplies one value of it. For $s\ne0$ the pole value is redundant in principle: $F_s$ is $\sin^{2|s|}(\theta/2)$ times a polynomial in $\cos\theta$ with $L-|s|$ unknowns, which the $L-1$ full rings already fix.

\section{Implementation}

\subsection{The quarter-turn matrices}

Column $n$ of $\Delta^l$ is $e^{-i\pi J_y/2}|ln\rangle$, an eigenvector of $J_x=(J_++J_-)/2$ with eigenvalue $n$. With $a_m=\sqrt{(l-m)(l+m+1)}$ this means
\begin{equation}
a_m\Delta^l_{m+1,n}+a_{m-1}\Delta^l_{m-1,n}=2n\,\Delta^l_{mn}. \label{recursion}
\end{equation}
The first row follows from the spin-half picture. Each of the $\binom{2l}{l-n}$ arrangements in $|ln\rangle$ overlaps, after its quarter turn, the all-up state by $(-1)^{l-n}2^{-l}$, and the normalization divides by the root of their number:
\begin{equation}
\Delta^l_{ln}=(-1)^{l-n}2^{-l}\binom{2l}{l-n}^{1/2}.
\end{equation}
Run (\ref{recursion}) from $m=l$ down to $m=0$. The remaining rows follow from $d^l(\pi/2)=d^l(\pi)d^l(-\pi/2)$ with (\ref{pole}) and (\ref{parity}):
\begin{equation}
\Delta^l_{-m,n}=(-1)^{l-m}(-1)^{m-n}\Delta^l_{mn}=(-1)^{l-n}\Delta^l_{mn}.
\end{equation}

\subsection{Forward transform}

\begin{verbatim}
input: f[t,p] for t = 0..L-2, pole value f(pi,0), spin s
for t = 0..L-2:  F[t,m] = DFT over p of f[t,p], / (2L-1)
F[L-1,m] = pole value if m = s, else 0
for t = L..2L-2: F[t,m] = (-1)^(m+s) F[2L-2-t,m]
C[k,m] = sum_t F[t,m] exp(-i k theta_t) / (2L-1)
G[k,m] = sum_q C[q,m] w(q-k)
for l = |s|..L-1:
    build Delta for this l
    for m = -l..l:
        S = sum_{k=-l..l} Delta[k,m] Delta[k,-s] G[k,m]
        f_lm = 2 pi (-1)^s N_l i^(m+s) S
\end{verbatim}

\subsection{Cost and stability}

With fast Fourier transforms the azimuthal and polar steps cost $O(L^2\log L)$. The node offset $\pi/(2L-1)$ enters as a factor $e^{-ik\pi/(2L-1)}$. The sum for $G$ costs $O(L^3)$ directly, or $O(L^2\log L)$ as a padded convolution. The recursion and the last sum each take of order $l^2$ operations per degree, hence $O(L^3)$ in total. One $\Delta^l$ at a time needs $O(L^2)$ memory.

The direction of the recursion matters. Where $a_m$ varies slowly, a trial solution $x^m$ obeys $x+1/x=2n/a$, with $a\approx\sqrt{l^2-m^2}$. For $|n|>a$ the roots are real with product one, so one solution grows inward and the other decays. The wanted entries are small at $m=l$ and grow inward, so the downward recursion follows the dominant solution. For $|n|<a$ the roots have modulus one. This is a local argument, not an error bound. Compared with matrix exponentials for degrees 1, 5, 12 and 63, the largest error is $4\times10^{-14}$. A round trip at $L=64$, $s=2$ returns random coefficients of order one to $7\times10^{-14}$.

In double precision $\binom{2l}{l}\approx4^l/\sqrt{\pi l}$ overflows near $l=515$, and $2^{-l}$ leaves the normal range at $l=1023$. The first limit is avoided by forming the starting row from logarithms; the second affects the columns with $|n|$ near $l$. It can be met by storing a scale factor for each column, or postponed by taking each entry from the column of smaller $|n|$ through $\Delta^l_{mn}=(-1)^{m-n}\Delta^l_{nm}$.

\section{The H$_2^+$ electron}

\subsection{Reference coefficients}

In atomic units the potential energy is $V=-\sum_\pm1/|\mathbf r\mp a\hat{\mathbf n}|$, where $a$ is half the proton separation. For $r>a$, expand in Legendre polynomials and apply the addition theorem. The opposite protons contribute with relative sign $(-1)^l$, so odd $l$ cancels and even $l$ doubles:
\begin{equation}
V_{lm}=-2\,\frac{4\pi}{2l+1}\,\frac{a^l}{r^{l+1}}\,Y^*_{lm}(\hat{\mathbf n})\qquad(l\ \text{even}). \label{multipole}
\end{equation}
A factor $14.39965$ eV\,\AA\ converts to the units used here. With $a=0.5$ \AA, $r=2$ \AA\ and $\hat{\mathbf n}$ at polar angle $40^\circ$ and azimuth $30^\circ$, $Y_{20}(\hat{\mathbf n})=0.2398$ and
\begin{equation}
V_{20}=-2(14.39965)(2.5133)(0.03125)(0.2398)\ \text{eV}=-0.542\ \text{eV}.
\end{equation}
The mean over the sphere is $-2(14.39965)/2=-14.39965$ eV, or $-0.529177$ hartree, as for both charges at the centre.

\subsection{The force as a spin-1 function}

The force $-\nabla V$ has tangential part
\begin{equation}
F_\theta+iF_\phi=-\frac1r\left(\partial_\theta+\frac i{\sin\theta}\partial_\phi\right)V .
\end{equation}
On $Y_{lm}=N_ld^l_{m0}e^{im\phi}$ the bracket produces $\partial_\theta d^l_{m0}-(m/\sin\theta)d^l_{m0}$. Let $\lambda=\sqrt{l(l+1)}$. From $-iJ_y=(J_--J_+)/2$,
\begin{equation}
\partial_\theta d^l_{m0}=\tfrac\lambda2\left(d^l_{m,-1}-d^l_{m1}\right).
\end{equation}
From $J_ze^{-i\theta J_y}=e^{-i\theta J_y}(J_z\cos\theta-J_x\sin\theta)$, taken between $\langle lm|$ and $|l0\rangle$,
\begin{equation}
-\frac m{\sin\theta}d^l_{m0}=\tfrac\lambda2\left(d^l_{m1}+d^l_{m,-1}\right).
\end{equation}
The sum is $\lambda d^l_{m,-1}$. The minus sign in front of the gradient is the $(-1)^s$ of ${}_1Y_{lm}$, so the force has spin-1 coefficients $\lambda V_{lm}/r$. It therefore yields every $V_{lm}$ except the mean. At $L=8$, samples of the potential and of the force both give $V_{20}=-0.542509$ eV. The two carry the same aliasing error, so their agreement is no measure of accuracy.

\subsection{What the missing band limit costs}

The series (\ref{multipole}) does not end, so the theorem holds here only approximately: degrees $l\ge L$ alias into the computed coefficients. The largest absolute errors are:
\begin{center}
\begin{tabular}{rrcc}
$L$ & samples & $V_{lm}$ (eV) & force (eV/\AA)\\
4 & 22 & $2.2\times10^{-2}$ & $5.0\times10^{-2}$\\
8 & 106 & $5.7\times10^{-5}$ & $2.6\times10^{-4}$\\
12 & 254 & $1.7\times10^{-7}$ & $1.1\times10^{-6}$\\
16 & 466 & $5.0\times10^{-10}$ & $4.4\times10^{-9}$
\end{tabular}
\end{center}
The first neglected degree is $L$, with $(a/r)^L=4^{-L}$, which suggests a factor $4^4=256$ per row. For this bond direction the observed factors lie between 190 and 380. The estimate ignores the prefactors $4\pi/(2l+1)$ and $Y^*_{lm}(\hat{\mathbf n})$ in (\ref{multipole}), and $\lambda$ for the force, which vary with $l$. The factors change with the direction of the bond: at polar angle $70^\circ$ the potential error falls by 580 from $L=4$ to $L=8$. The error of $2\times10^{-6}$ eV in $V_{20}$ is this aliasing, far above rounding. A sphere closer to the protons would converge more slowly, and for $r<a$ the series (\ref{multipole}) does not apply.

At $\theta=100^\circ$, $\phi=200^\circ$, off the grids, the direct force components are $(0.68927,0.11937)$ eV/\AA. The $L=8$ reconstruction gives $(0.68937,0.11944)$, an error of $1.7\times10^{-4}$ relative to the tangential force there. It combines aliasing with the omission of higher degrees. At $L=16$ all seven printed decimals agree.

\section{Failure modes}

\begin{itemize}
\item \textit{Parity without the spin.} Using $(-1)^m$ in (\ref{extension}) for $s=1$ gives a largest coefficient error of 1.1 for one set of random coefficients of order one.
\item \textit{Extension before the azimuthal transform.} With an odd number of azimuths, $\phi_p+\pi$ is not a node. The sign in (\ref{extension}) must be applied to $F_m$.
\item \textit{Frame at the pole.} For $s\ne0$ the pole value depends on the tangent frame. It must be taken in the limit $\theta\to\pi$ along $\phi=0$; another meridian $\phi_0$ multiplies it by $e^{is\phi_0}$.
\item \textit{Half-integer spin.} The indices $k$ are then half-integers and $F_m$ changes sign over $2\pi$, so the periodic extension used here does not apply.
\item \textit{Unknown band limit.} The forward transform returns coefficients for aliased data without any warning. For $L>2$ there are more samples than the $L^2-s^2$ coefficients, so a resynthesis that misses the samples shows that the band limit is violated. Agreement does not prove that it holds: for $s=0$ the $L$ ring values of $F_0$ always fit its $L$ unknowns, so a $Y_{L0}$ component passes unnoticed. The same holds for $m=\pm1$ at $s=0$, and for $m=0$ and $m=-1$ at $s=1$, where $L-1$ ring values meet $L-1$ unknowns. If the coefficients decay, as they do for H$_2^+$, repeating the forward transform at larger $L$ and comparing the coefficients exposes the error.
\end{itemize}

The recovery errors for spins $0$, $1$, $-2$ and $3$ are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
SAMPLE COUNTS: L, McEwen-Wiaux, Gauss-Legendre, Driscoll-Healy, MW/DH
      2         4         6        10 0.4000
      8       106       120       226 0.4690
     64      8002      8128     16130 0.4961
   1024   2094082   2096128   4190210 0.4998
TESTS (dimensionless, largest absolute coefficient errors)
  Delta recursion against matrix exponential: 3.7e-14
  recovery at L=8, spin  0: 4.7e-15
  recovery at L=8, spin  1: 1.3e-14
  recovery at L=8, spin -2: 5.0e-15
  recovery at L=8, spin  3: 5.8e-15
  round trip at L=64, spin 2: 7.4e-14
  spin 1 with the spin left out of the parity: 1.086
  L=8 ring rule, error for cos^7: 0.0e+00
  L=8 ring rule, error for cos^8: 2.480e-04
  product rule on the 8 MW rings: 1.017
  product rule, 16 Driscoll-Healy rings: 4.5e-15
  product rule, 8 Gauss-Legendre rings: 1.8e-14
HAND CASE f = 1 + 2 cos(theta), L = 2 (dimensionless)
  ring angles: 60.0, 180.0 deg
  samples: 2.0000 on the ring, -1.0000 at the pole
  torus coefficients C(k,0), k=-1,0,1: 1.0000 1.0000 1.0000
  f_00 = 3.544908, f_10 = 4.093307
H2+ ELECTRON, clamped protons
  proton separation 1.00 angstrom, sphere radius 2.00 angstrom
  axis: polar 40 deg, azimuth 30 deg
  Coulomb constant: 14.39965 eV angstrom
  L, samples, worst V_lm error (eV), worst F_lm error (eV/angstrom)
    4    22  2.16e-02  4.99e-02
    8   106  5.72e-05  2.57e-04
   12   254  1.71e-07  1.14e-06
   16   466  4.99e-10  4.36e-09
  mean potential energy, L=8: -14.39965 eV = -0.529177 hartree
  V_20 from potential samples, L=8: -0.542509 eV
  V_20 from force samples, L=8: -0.542509 eV
  V_20 from the multipole series: -0.542507 eV
  F_theta, F_phi at theta=100 deg, phi=200 deg (eV/angstrom)
    direct  0.6892657 0.1193748
    L=8     0.6893700 0.1194352
    L=16    0.6892657 0.1193748
\end{verbatim}
